# Three electrode polarizations from three Julliere ratios, up to a common sign: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Three Julliere ratios determine three electrode polarizations up to one sign.

Ratio T = (R_AP - R_P)/R_P, with P/AP = parallel/antiparallel magnetizations.
Polarization P = (majority - minority)/(majority + minority) tunneling weight.
Result under test: with p = T/(2+T) for each pair,
P_A = +-sqrt(p_AB*p_AC/p_BC), P_B = p_AB/P_A, P_C = p_AC/P_A.
Pairs are always ordered AB, AC, BC. Wave numbers are in 1/nm.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

PAIRS = ((0, 1), (0, 2), (1, 2))


def product_from_ratio(ratio):
    return ratio / (2 + ratio)


def recover(ratios):
    """Return the solution with positive P_A."""
    ab, ac, bc = product_from_ratio(np.asarray(ratios, dtype=float))
    square = ab * ac / bc
    if square <= 0:
        raise ValueError("no real polarization")
    pa = np.sqrt(square)
    return np.array([pa, ab / pa, ac / pa])


def ratio_from_channels(p1, p2):
    """Sum spin channels explicitly for both alignments."""
    first = np.array([(1 + p1) / 2, (1 - p1) / 2])
    second = np.array([(1 + p2) / 2, (1 - p2) / 2])
    parallel = np.sum(first * second)
    antiparallel = np.sum(first * second[::-1])
    return parallel / antiparallel - 1


def ratios_of(pol):
    return np.array([ratio_from_channels(pol[i], pol[j]) for i, j in PAIRS])


# Inversion against explicit channel sums, for both sign patterns.
for pol in ([0.5, 0.4, 0.3], [0.6, -0.2, 0.35], [0.7, -0.3, -0.1]):
    assert np.allclose(recover(ratios_of(pol)), pol, atol=1e-12)

# Symbolic solution: exactly two solutions, opposite in all signs.
a, b, c = sp.symbols("a b c")
roots = sp.solve([a*b - sp.Rational(1, 5), a*c + sp.Rational(3, 20),
                  b*c + sp.Rational(3, 25)], [a, b, c], dict=True)
root_set = {tuple(root[s] for s in (a, b, c)) for root in roots}
target = (sp.Rational(1, 2), sp.Rational(2, 5), -sp.Rational(3, 10))
assert root_set == {target, tuple(-x for x in target)}

# With an unpolarized third electrode, different pairs give equal data.
assert np.allclose(ratios_of([0.5, 0.4, 0]), ratios_of([0.8, 0.25, 0]))


def angular_conductance(p1, p2, angle):
    """Trace over spin with the second magnetization rotated."""
    d1 = np.diag([(1 + p1) / 2, (1 - p1) / 2])
    d2 = np.diag([(1 + p2) / 2, (1 - p2) / 2])
    co, si = np.cos(angle / 2), np.sin(angle / 2)
    rotation = np.array([[co, -si], [si, co]])
    return np.trace(d1 @ rotation @ d2 @ rotation.T)


for angle in (0.0, 0.7, 1.9, np.pi):
    value = angular_conductance(0.5, 0.3, angle)
    assert np.isclose(value, (1 + 0.15 * np.cos(angle)) / 2)
    assert np.isclose(value, angular_conductance(-0.5, -0.3, angle))
    assert abs(value - angular_conductance(-0.5, 0.3, angle)) > 0.01

# Main example and propagation of independent ratio errors.
ratios = np.array([0.50, 0.40, 0.30])
products = product_from_ratio(ratios)
pol = recover(ratios)
assert np.allclose(ratios_of(pol), ratios)
assert np.allclose(ratios_of(-pol), ratios)
assert np.all(np.abs(pol) <= 1)
ratio_error = 0.01
relative_error = 0.5 * np.sqrt(np.sum(
    (2 * ratio_error / (ratios * (2 + ratios)))**2))
rng = np.random.default_rng(4)
samples = ratios[:, None] + ratio_error * rng.normal(size=(3, 200000))
sampled_pol = recover(samples)
sampled_error = np.std(sampled_pol, axis=1) / pol
# Sampling noise and curvature of the map are below three percent here.
assert np.allclose(sampled_error, relative_error, rtol=0.03)

wrong_products = ratios / (2 - ratios)
wrong_pa = np.sqrt(wrong_products[0] * wrong_products[1] / wrong_products[2])
other_ratios = ratios / (1 + ratios)  # same resistances, normalized by R_AP
assert np.allclose(other_ratios / (2 - other_ratios), products)

reference = 0.40
reference_plus = ratio_from_channels(pol[0], reference)
reference_minus = ratio_from_channels(-pol[0], reference)
assert reference_plus > 0 > reference_minus

inverse_ratios = np.array([0.50, -0.20, -0.15])
inverse_pol = recover(inverse_ratios)
assert np.allclose(ratios_of(inverse_pol), inverse_ratios)
assert inverse_pol[0] > 0 and inverse_pol[1] > 0 and inverse_pol[2] < 0
bad_ratios = np.array([0.50, 0.50, 0.05])
bad_pol = recover(bad_ratios)
assert bad_pol[0] > 1
try:
    recover([0.5, 0.4, -0.3])
    impossible_detected = False
except ValueError:
    impossible_detected = True
assert impossible_detected


# Free-electron waves through a rectangular barrier, with equal masses.
def decay_constant(height_ev):
    return np.sqrt(2 * const.m_e * height_ev * const.e) / const.hbar * 1e-9


def transmission(k1, k2, kappa, width):
    """Match wave and slope at both barrier faces."""
    k1, k2, kappa = np.broadcast_arrays(
        np.atleast_1d(k1), np.atleast_1d(k2), np.atleast_1d(kappa))
    decay = np.exp(-kappa * width)
    matrix = np.zeros((k1.size, 4, 4), dtype=complex)
    rhs = np.zeros((k1.size, 4, 1), dtype=complex)
    # Unknowns: reflected, decaying, growing and transmitted amplitudes.
    matrix[:, 0, 0] = 1
    matrix[:, 0, 1] = -1
    matrix[:, 0, 2] = -decay
    rhs[:, 0, 0] = -1
    matrix[:, 1, 0] = -1j * k1
    matrix[:, 1, 1] = kappa
    matrix[:, 1, 2] = -kappa * decay
    rhs[:, 1, 0] = -1j * k1
    matrix[:, 2, 1] = decay
    matrix[:, 2, 2] = 1
    matrix[:, 2, 3] = -1
    matrix[:, 3, 1] = -kappa * decay
    matrix[:, 3, 2] = kappa
    matrix[:, 3, 3] = -1j * k2
    amplitude = np.linalg.solve(matrix, rhs)[:, 3, 0]
    return k2 / k1 * np.abs(amplitude)**2


height, width = 2.0, 1.5
kappa0 = decay_constant(height)


def normal_ratio(e1, e2):
    def t(k1, k2):
        return transmission(k1, k2, kappa0, width)[0]
    par = t(e1[0], e2[0]) + t(e1[1], e2[1])
    anti = t(e1[0], e2[1]) + t(e1[1], e2[0])
    return par / anti - 1


test_electrodes = [(11.0, 1.1), (11.0, 2.0), (14.0, 8.0)]
matched = recover([normal_ratio(test_electrodes[i], test_electrodes[j])
                   for i, j in PAIRS])
interface = np.array([(u - d) / (u + d) * (kappa0**2 - u*d)
                      / (kappa0**2 + u*d) for u, d in test_electrodes])
assert interface[2] < 0
assert np.allclose(matched, interface, atol=1e-6)


def summed_transmission(k1, k2, barrier, nodes):
    """Integrate over conserved transverse wave number q."""
    x, weight = np.polynomial.legendre.leggauss(nodes)
    u = (x + 1) * np.pi / 4
    kmin = min(k1, k2)
    q = kmin * np.sin(u)
    jacobian = kmin * np.cos(u) * np.pi / 4
    t = transmission(np.sqrt(k1**2 - q**2), np.sqrt(k2**2 - q**2),
                     np.sqrt(decay_constant(barrier)**2 + q**2), width)
    return np.sum(weight * jacobian * q * t)


def summed_ratio(e1, e2, barrier=height, nodes=80):
    def t(k1, k2):
        return summed_transmission(k1, k2, barrier, nodes)
    par = t(e1[0], e2[0]) + t(e1[1], e2[1])
    anti = t(e1[0], e2[1]) + t(e1[1], e2[0])
    return par / anti - 1


# Fit minority wave numbers so identical-electrode junctions give P squared.
k_major = 11.0
electrodes = []
for value in pol:
    def mismatch(k_minor):
        electrode = (k_major, k_minor)
        return product_from_ratio(summed_ratio(electrode, electrode)) - value**2
    electrodes.append((k_major, brentq(mismatch, 0.2, 4.5)))
model_ratios = np.array([summed_ratio(electrodes[i], electrodes[j])
                         for i, j in PAIRS])
coarse_ratios = np.array([summed_ratio(electrodes[i], electrodes[j], nodes=40)
                          for i, j in PAIRS])
model_pol = recover(model_ratios)
mesh_shift = np.max(np.abs(model_pol - recover(coarse_ratios)))
assert mesh_shift < 1e-5
assert np.max(np.abs(model_pol - pol)) > 10 * mesh_shift
changed_height = 2.5
changed_ratios = model_ratios.copy()
changed_ratios[2] = summed_ratio(electrodes[1], electrodes[2], changed_height)
changed_pol = recover(changed_ratios)

# Other neglected effects, using stated rough sizes.
fraction = 0.05
anti = 1 / (1 + ratios)  # measured conductance with G_P set to one
leak_ratios = (1 - fraction) / (anti - fraction) - 1
leak_pol = recover(leak_ratios)
reversal_ratios = (1 - fraction) / (anti - fraction * 1.0) - 1
# Parallel conductance stays one when part of the area fails to reverse.
reversal_ratios = 1 / ((anti - fraction) / (1 - fraction)) - 1
reversal_pol = recover(reversal_ratios)
# Forward mixtures must reproduce the measured ratios in both cases.
for k, (i, j) in enumerate(PAIRS):
    elastic_anti = 1 / (1 + ratio_from_channels(leak_pol[i], leak_pol[j]))
    mixed = (1 - fraction) * elastic_anti + fraction
    assert np.isclose(1 / mixed - 1, ratios[k])
thermal_coefficient = 3e-5
cold, warm = 4.2, 300.0
cold_factor = 1 - thermal_coefficient * cold**1.5
warm_factor = 1 - thermal_coefficient * warm**1.5
warm_pol = pol * warm_factor / cold_factor
warm_ratios = ratios_of(warm_pol)


def show(label, values, unit="", digits=4):
    text = ", ".join(f"{x:.{digits}f}" for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


print("Order of pairs: AB, AC, BC; order of electrodes: A, B, C")
show("Input ratios", 100 * ratios, "%", 1)
show("Products p (dimensionless)", products)
show("P_A squared (dimensionless)", pol[0]**2)
show("Solution plus (dimensionless)", pol)
show("Solution minus (dimensionless)", -pol)
show("Ratios recomputed from solution minus", 100 * ratios_of(-pol), "%", 1)
show("Error of each input ratio", 100 * ratio_error, "percentage points", 1)
show("Relative error of each |P|, formula", 100 * relative_error, "%", 2)
show("Relative errors, random sampling", 100 * sampled_error, "%", 2)
show("Same resistances, ratios over R_AP", 100 * other_ratios, "%", 2)
show("P_A if input is wrongly read as over R_AP", wrong_pa)
show("Reference electrode polarization", reference, digits=2)
show("A-reference ratio if P_A positive", 100 * reference_plus, "%", 1)
show("A-reference ratio if P_A negative", 100 * reference_minus, "%", 1)
show("Second example, ratios", 100 * inverse_ratios, "%", 1)
show("Second example, products", product_from_ratio(inverse_ratios))
show("Second example, solution with P_A positive", inverse_pol)
show("Inadmissible example, ratios", 100 * bad_ratios, "%", 1)
show("Inadmissible example, formal P_A", bad_pol[0])
show("Zero case, ratios for P=(0.5,0.4,0)",
     100 * ratios_of([0.5, 0.4, 0]), "%", 1)
show("Zero case, ratios for P=(0.8,0.25,0)",
     100 * ratios_of([0.8, 0.25, 0]), "%", 1)
show("Barrier height", height, "eV", 1)
show("Barrier width", width, "nm", 1)
show("Barrier decay constant", kappa0, "1/nm", 3)
show("Normal incidence test, P from wave matching", matched)
show("Normal incidence test, P from interface formula", interface)
show("Fitted model, majority wave number", k_major, "1/nm", 1)
show("Fitted model, minority wave numbers", [e[1] for e in electrodes],
     "1/nm", 3)
show("Transverse sum, ratios of the three junctions", 100 * model_ratios,
     "%", 2)
show("Transverse sum, P recovered from these", model_pol)
show("Transverse sum, relative shift from self-junction P",
     100 * (model_pol / pol - 1), "%", 2)
print(f"Largest P shift, 40 to 80 quadrature nodes: {mesh_shift:.1e}")
show("Changed B-C barrier height", changed_height, "eV", 1)
show("Changed barrier, recovered P", changed_pol)
show("Changed barrier, relative shift of P",
     100 * (changed_pol / model_pol - 1), "%", 2)
show("Leakage share of parallel conductance", 100 * fraction, "%", 1)
show("P after removing this leakage", leak_pol)
show("Area share that fails to reverse", 100 * fraction, "%", 1)
show("P after correcting incomplete reversal", reversal_pol)
print(f"Rough thermal coefficient: {thermal_coefficient:.1e} K^(-3/2)")
show("Temperatures, data and use", [cold, warm], "K", 1)
show("Thermal loss of P at these temperatures",
     100 * (1 - np.array([cold_factor, warm_factor])), "%", 2)
show("P at 300 K", warm_pol)
show("Ratios at 300 K", 100 * warm_ratios, "%", 1)
print("tests ok")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 87, in <module>
    sampled_pol = recover(samples)
                  ^^^^^^^^^^^^^^^^
  File "check.py", line 25, in recover
    if square <= 0:
       ^^^^^^^^^^^
ValueError: The truth value of an array with more than one element is ambiguous. Use a.any() or a.all()
```

Likely cause: The function that recovers the polarizations checked the sign of P_A squared as if it were a single number, but the random-sampling test passes it a whole array, so Python stopped; the check now rejects the input if any entry is not positive. The physics formula and all tolerances are unchanged. I also found that the separate correction for incomplete reversal was algebraically identical to the leakage correction and had a redundant assignment. The two are now one calculation, tested by the same forward mixture as before, and its result is printed once instead of twice.

The change:

```diff
@@ -20,9 +20,9 @@
 
 def recover(ratios):
-    """Return the solution with positive P_A."""
+    """Return the solution with positive P_A; columns may hold many samples."""
     ab, ac, bc = product_from_ratio(np.asarray(ratios, dtype=float))
     square = ab * ac / bc
-    if square <= 0:
-        raise ValueError("no real polarization")
+    if np.any(square <= 0):
+        raise ValueError("no real nonzero polarization")
     pa = np.sqrt(square)
     return np.array([pa, ab / pa, ac / pa])
@@ -208,18 +208,18 @@
 changed_pol = recover(changed_ratios)
 
-# Other neglected effects, using stated rough sizes.
+# A constant share of the parallel conductance that ignores reversal.
+# It may be spin-independent leakage or an area that fails to reverse.
 fraction = 0.05
-anti = 1 / (1 + ratios)  # measured conductance with G_P set to one
-leak_ratios = (1 - fraction) / (anti - fraction) - 1
-leak_pol = recover(leak_ratios)
-reversal_ratios = (1 - fraction) / (anti - fraction * 1.0) - 1
-# Parallel conductance stays one when part of the area fails to reverse.
-reversal_ratios = 1 / ((anti - fraction) / (1 - fraction)) - 1
-reversal_pol = recover(reversal_ratios)
-# Forward mixtures must reproduce the measured ratios in both cases.
+anti_measured = 1 / (1 + ratios)  # measured G_AP with G_P set to one
+corrected_ratios = (1 - fraction) / (anti_measured - fraction) - 1
+corrected_pol = recover(corrected_ratios)
+# The forward mixture must reproduce the measured ratios.
 for k, (i, j) in enumerate(PAIRS):
-    elastic_anti = 1 / (1 + ratio_from_channels(leak_pol[i], leak_pol[j]))
+    elastic_anti = 1 / (1 + ratio_from_channels(corrected_pol[i],
+                                                corrected_pol[j]))
     mixed = (1 - fraction) * elastic_anti + fraction
     assert np.isclose(1 / mixed - 1, ratios[k])
+
+# Rough thermal loss of polarization, proportional to temperature**1.5.
 thermal_coefficient = 3e-5
 cold, warm = 4.2, 300.0
@@ -277,8 +277,7 @@
 show("Changed barrier, relative shift of P",
      100 * (changed_pol / model_pol - 1), "%", 2)
-show("Leakage share of parallel conductance", 100 * fraction, "%", 1)
-show("P after removing this leakage", leak_pol)
-show("Area share that fails to reverse", 100 * fraction, "%", 1)
-show("P after correcting incomplete reversal", reversal_pol)
+show("Leakage or unreversed share of G_P", 100 * fraction, "%", 1)
+show("Ratios after removing this share", 100 * corrected_ratios, "%", 1)
+show("P after removing this share", corrected_pol)
 print(f"Rough thermal coefficient: {thermal_coefficient:.1e} K^(-3/2)")
 show("Temperatures, data and use", [cold, warm], "K", 1)
```

After the repair:

```
Order of pairs: AB, AC, BC; order of electrodes: A, B, C
Input ratios: 50.0, 40.0, 30.0 %
Products p (dimensionless): 0.2000, 0.1667, 0.1304
P_A squared (dimensionless): 0.2556
Solution plus (dimensionless): 0.5055, 0.3956, 0.3297
Solution minus (dimensionless): -0.5055, -0.3956, -0.3297
Ratios recomputed from solution minus: 50.0, 40.0, 30.0 %
Error of each input ratio: 1.0 percentage points
Relative error of each |P|, formula: 1.96 %
Relative errors, random sampling: 1.96, 1.96, 1.96 %
Same resistances, ratios over R_AP: 33.33, 28.57, 23.08 %
P_A if input is wrongly read as over R_AP: 0.6872
Reference electrode polarization: 0.40
A-reference ratio if P_A positive: 50.7 %
A-reference ratio if P_A negative: -33.6 %
Second example, ratios: 50.0, -20.0, -15.0 %
Second example, products: 0.2000, -0.1111, -0.0811
Second example, solution with P_A positive: 0.5235, 0.3820, -0.2122
Inadmissible example, ratios: 50.0, 50.0, 5.0 %
Inadmissible example, formal P_A: 1.2806
Zero case, ratios for P=(0.5,0.4,0): 50.0, 0.0, 0.0 %
Zero case, ratios for P=(0.8,0.25,0): 50.0, 0.0, 0.0 %
Barrier height: 2.0 eV
Barrier width: 1.5 nm
Barrier decay constant: 7.245 1/nm
Normal incidence test, P from wave matching: 0.5117, 0.2834, -0.0987
Normal incidence test, P from interface formula: 0.5117, 0.2834, -0.0987
Fitted model, majority wave number: 11.0 1/nm
Fitted model, minority wave numbers: 2.536, 2.961, 3.258 1/nm
Transverse sum, ratios of the three junctions: 49.23, 38.52, 29.73 %
Transverse sum, P recovered from these: 0.4965, 0.3979, 0.3253
Transverse sum, relative shift from self-junction P: -1.79, 0.57, -1.34 %
Largest P shift, 40 to 80 quadrature nodes: 8.9e-16
Changed B-C barrier height: 2.5 eV
Changed barrier, recovered P: 0.4252, 0.4645, 0.3798
Changed barrier, relative shift of P: -14.35, 16.76, 16.76 %
Leakage or unreversed share of G_P: 5.0 %
Ratios after removing this share: 54.1, 43.0, 32.1 %
P after removing this share: 0.5219, 0.4077, 0.3391
Rough thermal coefficient: 3.0e-05 K^(-3/2)
Temperatures, data and use: 4.2, 300.0 K
Thermal loss of P at these temperatures: 0.03, 15.59 %
P at 300 K: 0.4268, 0.3340, 0.2784
Ratios at 300 K: 33.3, 27.0, 20.5 %
tests ok
```
